\section*{Radiative heat flux between nearly lossless half-spaces at vanishing gap}

\section*{Problem}

Two parallel, non-magnetic half-spaces at temperatures $T_1>T_2$ are separated by a vacuum gap $d$. Both have the same real refractive index $n>1$, taken as constant over the thermal spectrum, and $\varepsilon=n^2$. Their absorption is so weak that it does not affect wave propagation near the gap. Each body is nevertheless much thicker than its absorption length and isothermal over that length, so the waves reaching the gap have the thermal occupation of their body. Write $k_0=\omega/c$, let $k$ be the wavevector along the surfaces, and use the time factor $e^{-i\omega t}$. The mean thermal energy of a mode, without its zero-point part, is
\[
\Theta(\omega,T)=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.
\]

\begin{enumerate}
\item[(a)] Express the net flux $J$ through the transmission $\tau$ of the gap for each mode.
\item[(b)] Find $\tau$ for both polarizations, for propagating and for tunnelling waves.
\item[(c)] Find the limit of $J$ as $d\to0$, and decide whether it bounds the flux at finite gap.
\item[(d)] How small must the gap be? Find the leading shortfall of the mode integral.
\item[(e)] Find the flux across a gap much wider than the thermal wavelengths.
\item[(f)] Now let the loss $\varepsilon''=\operatorname{Im}\varepsilon$ be fixed and non-zero. What happens as $d\to0$? Thermal currents in the bodies have the two-sided spectral density $2\omega\varepsilon_0\varepsilon''\Theta$ per Cartesian component and are uncorrelated between different points and components.
\item[(g)] Evaluate the results for $n=3.4$, $T_1=400$ K, $T_2=300$ K and $\varepsilon''=0.001$, rough values for undoped silicon, and judge the assumptions.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Counting the modes}

In body 1 a travelling wave has the normal wavevector $q>0$, with $q^2=\varepsilon k_0^2-k^2$. Its energy moves towards the gap at the normal group velocity $v_z=\partial\omega/\partial q$, taken at fixed $k$. For one polarization, the flux passed to body 2 is
\[
\int\!\frac{d^2k\,dq}{(2\pi)^3}\,v_z\,\Theta(\omega,T_1)\,\tau
=\int_0^\infty\!\frac{d\omega}{4\pi^2}\,\Theta(\omega,T_1)\int_0^{nk_0}\!k\,dk\,\tau .
\]
Here $v_z\,dq=d\omega$ and $d^2k=2\pi k\,dk$. The velocity has cancelled the density of normal wavevectors. The arrangement is mirror symmetric, so the opposite flux has the same $\tau$. Subtracting it gives
\begin{equation}
J=\int_0^\infty\frac{d\omega}{4\pi^2}\,
[\Theta(\omega,T_1)-\Theta(\omega,T_2)]
\sum_{s,p}\int_0^{nk_0}k\,dk\,\tau .
\label{flux}
\end{equation}

\subsection*{(b) Transmission of the gap}

Let $F$ be the field component parallel to the surfaces and normal to the plane of incidence: $E_y$ for $s$ waves, $H_y$ for $p$ waves. Maxwell's equations make $F$ continuous. The other tangential field is proportional to $F'$ for $s$ waves and to $F'/\varepsilon$ for $p$ waves. Thus $F'/g$ in the medium joins $F'$ in the gap, with $g=1$ for $s$ and $g=\varepsilon$ for $p$.

In the gap $F''=\kappa^2F$, where $\kappa^2=k^2-k_0^2$. With
\[
C=\cosh\kappa d,\qquad S=\frac{\sinh\kappa d}{\kappa},\qquad C^2-\kappa^2S^2=1,
\]
the fields at the entrance follow from those at the exit:
\[
F(0)=CF(d)-SF'(d),\qquad
F'(0)=-\kappa^2SF(d)+CF'(d).
\]
Put $y=q/g$. A transmitted wave of amplitude $t$ has $F(d)=t$ and gap-side derivative $F'(d)=iyt$. A unit incident wave with reflected amplitude $r_g$ has $F(0)=1+r_g$ and $F'(0)=iy(1-r_g)$. Eliminating $r_g$,
\begin{align*}
2&=F(0)+\frac{F'(0)}{iy}
=t\left[2C-iS\left(y-\frac{\kappa^2}{y}\right)\right],\\
\frac4{|t|^2}&=4C^2+S^2\left(y-\frac{\kappa^2}{y}\right)^2\\
&=4+S^2\left[4\kappa^2+\left(y-\frac{\kappa^2}{y}\right)^2\right]
=4+S^2\left(y+\frac{\kappa^2}{y}\right)^2 .
\end{align*}
The media on both sides are equal, so $\tau=|t|^2$. Restoring $y=q/g$,
\begin{equation}
\frac1\tau=1+\frac{(q^2+g^2\kappa^2)^2}{4g^2q^2}
\left(\frac{\sinh\kappa d}{\kappa}\right)^2 .
\label{tau}
\end{equation}
For $k<k_0$, $\kappa$ is imaginary, but $C$ and $S$ remain real: $S=\sin(|\kappa|d)/|\kappa|$. Equation~\eqref{tau} therefore covers both ordinary interference and frustrated total reflection, and $0<\tau\le1$ inside the range $0<k<nk_0$.

A separate calculation with fluctuating currents and field matching, at $\varepsilon''=10^{-7}$, tested the mode weight and \eqref{tau}. For $k/k_0$ from 0.3 to 3.2 and $k_0d$ from 0.02 to 1.5, the largest relative difference was $5\times10^{-8}$.

\subsection*{(c) The limit and the bound}

At fixed $k<nk_0$, $S\to0$ as $d\to0$, hence $\tau\to1$. Since $\tau\le1$ and the integrals with $\tau=1$ are finite, dominated convergence permits the limit under the integrals:
\[
\sum_{s,p}\int_0^{nk_0}k\,dk\,\tau\longrightarrow
2\,\frac{n^2k_0^2}{2}=n^2k_0^2 .
\]
The part $k<k_0$ supplies $k_0^2$, the vacuum blackbody value. The remaining $(n^2-1)k_0^2$ comes from waves that a wide gap would totally reflect.

With $x=\hbar\omega/k_BT$, each temperature contributes
\[
\frac{n^2}{4\pi^2c^2}\int_0^\infty\!\frac{\hbar\omega^3\,d\omega}{e^{\hbar\omega/k_BT}-1}
=\frac{n^2(k_BT)^4}{4\pi^2c^2\hbar^3}\int_0^\infty\!\frac{x^3dx}{e^x-1}
=n^2\,\frac{\pi^2k_B^4}{60\hbar^3c^2}\,T^4 ,
\]
because the last integral is $\pi^4/15$. The factor before $T^4$ is $n^2\sigma$, so
\begin{equation}
\lim_{d\to0}J=n^2\sigma(T_1^4-T_2^4).
\label{limit}
\end{equation}
For $d>0$ every tunnelling wave has $S>0$ and $q^2+g^2\kappa^2>0$, hence $\tau<1$. As $\Theta(\omega,T_1)>\Theta(\omega,T_2)$, the flux at finite gap lies strictly below \eqref{limit}. Physically, in the limit $d\to0$ the gap no longer hides the larger number of modes inside the dielectric. This bound belongs to the lossless limit taken at fixed $d$; part (f) reverses the order.

\subsection*{(d) Approach to the limit}

In this part wavevectors are in units of $k_0$, and $D=k_0d$. From $\kappa^2=\varepsilon-1-q^2$,
\[
q^2+g^2\kappa^2=A-Bq^2,\qquad A=g^2(\varepsilon-1),\quad B=g^2-1 .
\]
For small $D$, $S\simeq D$ and
\[
1-\tau\simeq\frac{D^2(A-Bq^2)^2}{4g^2q^2+D^2(A-Bq^2)^2}.
\]
At fixed $q$ this is of order $D^2$, but near grazing incidence, $q\to0$, it tends to one. The second term in the denominator matters at leading order only there, where it can be replaced by $D^2A^2$. Since $k\,dk=-q\,dq$, the shortfall per polarization, with $\delta=DA/(2g)$, is
\begin{align}
\Delta_g&\simeq\frac{D^2}{4g^2}\int_0^n
\frac{q(A-Bq^2)^2}{q^2+\delta^2}\,dq\nonumber\\
&\simeq\frac{D^2}{4g^2}\left[A^2\ln\frac n\delta-ABn^2+\frac{B^2n^4}{4}\right].
\label{shortfall}
\end{align}
The first term used $\int_0^n q\,dq/(q^2+\delta^2)=\tfrac12\ln(1+n^2/\delta^2)\simeq\ln(n/\delta)$. In the other two terms $\delta$ was set to zero, leaving $-2AB\int_0^nq\,dq$ and $B^2\int_0^nq^3dq$. For $n=3.4$ and $D=3\times10^{-4}$, the summed shortfall is 0.001506 by quadrature and 0.001505 by \eqref{shortfall}.

The expansion needs $\delta\ll n$. For $p$ waves $\delta=D\varepsilon(\varepsilon-1)/2$, so
\begin{equation}
k_0d\ll\frac{2}{n(\varepsilon-1)} .
\label{scale}
\end{equation}
At the same gap the $s$ waves have the smaller value $\delta=D(\varepsilon-1)/2$, so they come close to the limit at larger gaps than the $p$ waves. A gap small compared with the wavelength is thus not yet small enough when $n$ is large.

\subsection*{(e) Wide gap}

For $k_0d\gg1$ the tunnelling waves drop out. Let $w=\sqrt{1-k^2}$ be the normal wavevector in the gap, again in units of $k_0$, so $\kappa^2=-w^2$. Then
\[
\frac1\tau=1+M\sin^2\phi,\qquad \phi=wD,\qquad
M=\frac{(q^2-g^2w^2)^2}{4g^2q^2w^2}.
\]
The thermal spectrum covers many interference fringes, so $\tau$ may be averaged over $\phi$. Substituting $u=\tan\phi$,
\[
\bar\tau=\frac1\pi\int_{-\infty}^{\infty}\frac{du}{1+(1+M)u^2}
=\frac1{\sqrt{1+M}}=\frac{2gwq}{q^2+g^2w^2},
\]
where $1+M=(q^2+g^2w^2)^2/(4g^2q^2w^2)$. This average does not depend on frequency. With $k\,dk=-w\,dw$, the flux is therefore
\begin{equation}
J_{\rm far}=\sigma(T_1^4-T_2^4)\sum_{s,p}\int_0^1
w\,\frac{2gwq}{q^2+g^2w^2}\,dw,
\qquad q^2=\varepsilon-1+w^2 .
\label{far}
\end{equation}
For $n\to1$, $\bar\tau\to1$ and the sum becomes one, the blackbody result. For $n>1$, surface reflection lowers it.

\subsection*{(f) Fixed loss}

With loss, evanescent fields of thermal charges also carry heat at $k>nk_0$. As $d\to0$, consider $k\gg nk_0$, where $p$ waves become electrostatic and decay as $e^{-kz}$ away from a source. Body 1 occupies $z<0$. Charge conservation gives the charge density $\nabla\!\cdot\mathbf j/(i\omega)$. In an unbounded medium of complex permittivity $\varepsilon$, its potential at $z=0$ is
\[
\varphi_i=\frac{1}{2k\varepsilon_0\varepsilon\,i\omega}
\int_{-\infty}^0 dz'\,e^{kz'}(ikj_x-kj_z),
\]
after integrating the $j_z$ term by parts, with the surface charge included. The two components add incoherently, and $\int_{-\infty}^0e^{2kz'}dz'=1/(2k)$. Hence
\[
\langle|\varphi_i|^2\rangle=
\frac{2k^2\,(2\omega\varepsilon_0\varepsilon''\Theta)}
{4k^2\varepsilon_0^2|\varepsilon|^2\omega^2}\,\frac1{2k}
=\frac{\varepsilon''\Theta}{2k\omega\varepsilon_0|\varepsilon|^2}.
\]
Continuity of the potential and of $\varepsilon\,\partial_z\varphi$ multiplies the amplitude leaving the surface by $2\varepsilon/(\varepsilon+1)$. Define
\[
r=\frac{\varepsilon-1}{\varepsilon+1},\qquad
\operatorname{Im}r=\frac{2\varepsilon''}{|\varepsilon+1|^2}.
\]
The emitted amplitude $\varphi_0$ then obeys $\langle|\varphi_0|^2\rangle=\Theta\operatorname{Im}r/(k\omega\varepsilon_0)$.

With body 2 present, the gap potential is $ae^{-kz}+be^{kz}$. A potential wave from vacuum is reflected with amplitude $-r$, so $b=-rae^{-2kd}$ and $a=\varphi_0-rb$, giving $a=\varphi_0/(1-r^2e^{-2kd})$. The electrostatic energy flux is the potential times the displacement current:
\[
\operatorname{Re}\langle\varphi^*\,i\omega\varepsilon_0\partial_z\varphi\rangle
=-2k\omega\varepsilon_0\operatorname{Im}\langle a^*b\rangle
=2k\omega\varepsilon_0\operatorname{Im}r\,\langle|a|^2\rangle e^{-2kd}.
\]
Positive and negative frequencies contribute equally, which supplies a factor 2 for an integral over $\omega>0$. The factor multiplying $\Theta$ is therefore
\[
\tau_{\rm loss}=\frac{4(\operatorname{Im}r)^2e^{-2kd}}
{|1-r^2e^{-2kd}|^2}.
\]
Put $R=r^2$ and $X=e^{-2kd}$. Since $X/|1-RX|^2=\operatorname{Im}[RX/(1-RX)]/\operatorname{Im}R$, expansion in powers of $RX$ gives
\begin{align}
\int_0^\infty k\,dk\,\tau_{\rm loss}
&=\frac{4(\operatorname{Im}r)^2}{\operatorname{Im}R}
\operatorname{Im}\sum_{m=1}^{\infty}R^m\int_0^\infty ke^{-2mkd}\,dk\nonumber\\
&=\frac{(\operatorname{Im}r)^2}{d^2}\,
\frac{\operatorname{Im}\mathrm{Li}_2(r^2)}{\operatorname{Im}(r^2)},
\label{loss}
\end{align}
because the inner integral is $1/(4m^2d^2)$ and $\mathrm{Li}_2(R)=\sum_m R^m/m^2$. Extending the lower limit to zero changes a negligible part as $d\to0$, since the weight lies at $k\sim1/d$.

At fixed loss the flux in this local model thus grows as $1/d^2$, and \eqref{limit} is neither its limit nor a bound. For small $\varepsilon''$ the last fraction in \eqref{loss} tends to $-\ln(1-r^2)/r^2$, so this electrostatic flux is proportional to $(\varepsilon''/d)^2$ and vanishes if the loss goes to zero first. The value $n^2\sigma(T_1^4-T_2^4)$ is then a plateau: the gap must satisfy \eqref{scale}, yet be wide enough for \eqref{loss} to be small beside $n^2k_0^2$.

A deliberately extreme case shows the failure. For $\varepsilon=11.56+0.1i$ and $k_0d=10^{-4}$, direct integration of the $p$ waves beyond $k=nk_0$ gives $279.04\,k_0^2$, against $279.01\,k_0^2$ from \eqref{loss}; the lossless limit is $11.56\,k_0^2$. The small difference comes mainly from a narrow peak just above $k=nk_0$, of area about $\varepsilon''k_0^2/4$, which the electrostatic form omits and the coarse grid behind the printed output does not resolve.

\subsection*{(g) Numbers for silicon-like blocks}

The vacuum blackbody net flux is $\sigma(T_1^4-T_2^4)=992.3$ W/m$^2$. Equation~\eqref{limit} gives
\[
11.56\times992.3\ \mathrm{W/m^2}=11471\ \mathrm{W/m^2}=1.147\ \mathrm{W/cm^2},
\]
of which 10479 W/m$^2$ tunnels. The far-field flux \eqref{far} is $0.5523\times992.3=548.0$ W/m$^2$. With index and temperatures held fixed, \eqref{flux} and \eqref{tau} give:

\begin{center}
\begin{tabular}{rrr}
gap (nm) & flux (W/m$^2$) & fraction of limit\\
10000 & 574 & 0.050\\
3000 & 787 & 0.069\\
1000 & 2408 & 0.210\\
300 & 6091 & 0.531\\
100 & 8708 & 0.759\\
30 & 10445 & 0.911\\
10 & 11183 & 0.975
\end{tabular}
\end{center}

The flux is below the vacuum blackbody value at 3000 nm and 2.4 times that value at 1000 nm. It reaches 90\% of the limit at 34 nm. The flux-weighted photon energy, 0.147 eV, corresponds to $1/k_0=1339$ nm. The $p$-wave scale in \eqref{scale} is then
\[
d_p=\frac{2\times1339\ \mathrm{nm}}{3.4\times10.56}=74.6\ \mathrm{nm}.
\]
At 10 nm, $D=10/1339=0.00747$. Equation~\eqref{shortfall} gives $\Delta_p\simeq0.253$ and $\Delta_s\simeq0.007$, together $0.260/11.56=2.2\%$ of the limit. The full spectral integral gives 2.5\%. The estimate uses one photon energy and the leading small-gap form; the slow approach comes from the $p$ waves.

For the assumed lattice loss, the electrostatic flux \eqref{loss} is 0.015 W/m$^2$ at 10 nm. This is not the whole effect of the loss, which also changes the transmission of waves with $k$ near and below $nk_0$. That change is roughly of first order in $\varepsilon''$ and is the larger one at this gap: it lowers the flux by about 1 W/m$^2$, still tiny beside the plateau. Scaling as $1/d^2$, the electrostatic flux would equal the plateau at
\[
10\ \mathrm{nm}\times\sqrt{0.0147/11471}\simeq0.011\ \mathrm{nm},
\]
far below atomic spacings, where the continuum model has no meaning. In the same local model, thermally excited carriers add more. A rough conductivity $\sigma_c=0.1$ S/m in both bodies, with $\varepsilon''=\sigma_c/(\varepsilon_0\omega)$, adds about 12 W/m$^2$ at 10 nm, or 0.1\% of the flux there. This value suits 400 K and overstates the cold body: intrinsic silicon at 300 K has roughly $3\times10^{-4}$ S/m, and with that value on the cold side the same estimate gives about 0.07 W/m$^2$. The local estimate also omits carrier diffusion. For a rough diffusion constant $D_c=10^{-3}$ m$^2$/s, the screening length $\sqrt{\varepsilon\varepsilon_0D_c/\sigma_c}$ is about 1000 nm, far larger than the gap. The carriers then hardly screen fields that vary over 10 nm, and the local figure is likely to be much too high.

A rough index slope of $1.8\times10^{-4}$ K$^{-1}$ makes the hot index larger by 0.018. Interface reflection then lowers the contact limit by 0.17\% relative to two bodies with the cold index. Using the hot index throughout would instead raise $n^2$ by 1.1\%, so the limit is not known better than to about a percent.

Ordinary silicon parts break two assumptions, thickness and a bare surface. Take thickness first. At normal incidence the amplitude decays at the rate $\operatorname{Im}q\simeq k_0\varepsilon''/(2n)$, so the absorption length for intensity is
\[
\ell=\frac{n}{\varepsilon''k_0}
=\frac{3.4\times1339\ \mathrm{nm}}{0.001}\simeq4.6\ \mathrm{mm}.
\]
At this loss the bodies must be blocks several times thicker than this. With a rough heat conductivity of 100 W/(m\,K), the limiting flux produces a temperature drop of $11471\times0.00455/100=0.52$ K over $\ell$, small beside 100 K. A 0.5 mm wafer, however, absorbs and emits in a single normal pass the fraction $1-e^{-0.5/4.55}\simeq0.10$. For such passes alone its thermal emission would be about ten times weaker than that of a half-space. Oblique paths are longer, and waves with $k>k_0$ are totally reflected at a free back surface and cross the wafer twice. Both effects raise the emission, so for a wafer facing a thick block the reduction is less than tenfold. Summing the passes incoherently gives a factor of about 3.4 at a 10 nm gap and about 7 at 10000 nm. For two wafers the factors are about 5.5 and 28. The absorption of real silicon also varies strongly across the infrared, so one value of $\varepsilon''$ sets a scale and not a spectrum. Above roughly 1500 cm$^{-1}$ the lattice absorption of pure silicon is far weaker than assumed here, and about a quarter of the net spectrum lies there; for that part even centimetre blocks are not thick. The second broken assumption is the bare surface. Silicon in air carries a native oxide 1 to 2 nm thick, whose phonon polaritons carry heat at $k\sim1/d$. A rough oscillator model of such a film on both faces adds 0.2 to 0.8 times the plateau at 30 nm and more than ten times the plateau at 10 nm, so oxidized surfaces hide the plateau at these gaps. In this constant-index model, thick, undoped, oxide-free, smooth and parallel blocks come within about 10\% of the plateau value at gaps from 30 nm down to about 3 nm. At still smaller gaps, only about ten atomic spacings wide or less, the continuum model with sharp surfaces becomes doubtful. The numerical output below lists the inputs and the remaining digits.

\section*{Computed results}
\begin{verbatim}
index n: 3.40
n squared: 11.56
hot and cold temperatures: 400, 300 K
vacuum blackbody net flux: 992.3 W/m2
n-squared limit: 11471 W/m2 = 1.147 W/cm2
limit share from k > k0: 10479 W/m2
computed flux at 0.001 nm (mathematical check) / limit: 1.000000
far-field flux: 548.0 W/m2
far-field flux / vacuum blackbody: 0.5523
coherent flux at 50000 nm / far-field: 1.0007
gap 10000 nm: flux    574.2 W/m2; /blackbody 0.579; /limit 0.0501
gap  3000 nm: flux    787.3 W/m2; /blackbody 0.793; /limit 0.0686
gap  1000 nm: flux   2408.3 W/m2; /blackbody 2.427; /limit 0.2099
gap   300 nm: flux   6090.6 W/m2; /blackbody 6.138; /limit 0.5310
gap   100 nm: flux   8708.0 W/m2; /blackbody 8.775; /limit 0.7591
gap    30 nm: flux  10444.5 W/m2; /blackbody 10.525; /limit 0.9105
gap    10 nm: flux  11182.8 W/m2; /blackbody 11.269; /limit 0.9749
gap for 90% of limit: 33.62 nm
flux-weighted photon energy: 0.1474 eV
1/k0 at that energy: 1339 nm
p-wave gap scale 2/[k0 n(eps-1)]: 74.6 nm
largest relative transmission error in test: 5.0e-08
approach test, k0*d: 3.0e-04
shortfall, integral and law: 0.001506, 0.001505
loss test, Im eps and k0*d: 0.10, 1.0e-04
loss test, integral and law (units k0^2): 279.01, 279.01
example Im eps: 0.0010
rough carrier conductivity: 0.10 S/m
gap 100 nm: lattice-loss flux 1.47e-04 W/m2; carrier flux, local estimate 1.21e-01 W/m2
gap 10 nm: lattice-loss flux 1.47e-02 W/m2; carrier flux, local estimate 1.21e+01 W/m2
rough index slope: 1.8e-04 1/K
index difference hot-cold: 0.018
contact limit with mismatch / equal-index limit: 0.99830
relative change of n squared: 0.0106
absorption length: 4.55 mm
rough heat conductivity: 100 W/(m K)
temperature drop over that length: 0.52 K
wafer thickness: 0.50 mm
wafer single-pass absorptance: 0.1040
\end{verbatim}
